# Jarzynski's equality for a particle dragged by a harmonic trap

## Question

I am trying to verify Jarzynski's equality on the simplest model I could find: an overdamped particle in a harmonic trap of stiffness $k$, whose centre moves at constant speed $v$. The hint I was given is to show that the mean work equals the variance of the work divided by $2k_BT$.

My attempt: the particle trails the trap by $v\gamma/k$, where $\gamma$ is the drag coefficient, so the trap pulls with mean force $\gamma v$ and the mean work in time $t$ is $\gamma v^2t$. For the variance I integrated the correlation function of the particle's position in the trap and found

$$\operatorname{Var}W=2k_BT\,\gamma v^2\left[t-\tau(1-e^{-t/\tau})\right],\qquad \tau=\gamma/k .$$

The two agree for long pulls, but not at finite $t$. Which one is wrong?

I also don't see why a relation between two moments should prove a statement about the average of an exponential. And if I wanted to use such pulls to measure a free energy, how many would I need? Numbers for a realistic case would help.

## Answer

Your variance is right. Your mean is right too, but for a different experiment: it assumes that the particle already trails the trap at $t=0$. Jarzynski's equality requires a start in equilibrium with the trap at rest. Your doubt about the two moments is also justified: the hint works here because the work is Gaussian, and that has to be shown.

### The model and the claim

Let $x$ be the particle's position and $\lambda=vt$ the trap centre. The energy and the equation of motion are

$$U(x,\lambda)=\tfrac12k(x-\lambda)^2,\qquad \gamma\dot x=-k(x-\lambda)+\sqrt{2\gamma k_BT}\;\xi(t),$$

with Gaussian white noise, $\langle\xi(t)\xi(t')\rangle=\delta(t-t')$. The work is the energy supplied by moving the trap,

$$W=\int_0^t\frac{\partial U}{\partial\lambda}\,\dot\lambda\,ds=-kv\int_0^t(x-vs)\,ds .$$

It is positive when the particle lags behind. Note that the force is multiplied by the displacement of the trap, not by that of the particle.

With $\beta=1/k_BT$, the equality to be verified is $\langle e^{-\beta W}\rangle=e^{-\beta\Delta F}$, where $\Delta F$ is the difference of equilibrium free energy between the final and initial trap positions. The configurational partition function is

$$Z(\lambda)=\int_{-\infty}^{\infty}e^{-\beta k(x-\lambda)^2/2}\,dx=\sqrt{\frac{2\pi k_BT}{k}} .$$

The substitution $x\to x+\lambda$ has removed $\lambda$. Hence $\Delta F=0$, and we must find $\langle e^{-\beta W}\rangle=1$.

### Why the work is Gaussian

Put $y=x-vt$, the position relative to the trap. Then $\dot y=\dot x-v$, and dividing the equation of motion by $\gamma$ gives

$$\dot y=-\frac{y}{\tau}-v+\sqrt{2D}\,\xi(t),\qquad D=\frac{k_BT}{\gamma},\qquad W=-kv\int_0^ty(s)\,ds .$$

The equation is linear, so its solution is

$$y(s)=y_0e^{-s/\tau}-v\tau(1-e^{-s/\tau})+\sqrt{2D}\int_0^se^{-(s-r)/\tau}\xi(r)\,dr .$$

The equilibrium start $y_0$ is Gaussian, with mean zero and variance $k_BT/k$. It is independent of the later noise, which is Gaussian as well. Both $y(s)$ and its time integral are linear in these variables, so $W$ is Gaussian. Its mean and variance therefore fix its whole distribution.

### The mean

The start and the noise average to zero, leaving $\langle y(s)\rangle=-v\tau(1-e^{-s/\tau})$. The lag has to build up from zero. Therefore

$$\langle W\rangle=kv^2\tau\int_0^t(1-e^{-s/\tau})\,ds=\gamma v^2\left[t-\tau(1-e^{-t/\tau})\right],$$

where $k\tau=\gamma$. This is the term missing from your mean.

### The variance

Let $\delta y=y-\langle y\rangle$. For $s\ge s'$, the start and the noise contribute separately:

$$\langle\delta y(s)\delta y(s')\rangle=e^{-(s+s')/\tau}\left[\frac{k_BT}{k}+2D\int_0^{s'}e^{2r/\tau}dr\right].$$

The integral stops at $s'$ because only noise that has acted on both positions is shared. It equals $\frac{\tau}{2}(e^{2s'/\tau}-1)$, and $D\tau=k_BT/k$. The bracket becomes $(k_BT/k)\,e^{2s'/\tau}$, so

$$\langle\delta y(s)\delta y(s')\rangle=\frac{k_BT}{k}\,e^{-|s-s'|/\tau}.$$

The absolute value covers both time orders. The variance of the work is $k^2v^2$ times the double integral of this function. A time difference $q=|s-s'|$ occurs with weight $2(t-q)$ in the square $0<s,s'<t$, hence

$$\operatorname{Var}W=2kv^2k_BT\int_0^t(t-q)e^{-q/\tau}\,dq .$$

Integrating by parts,

$$\int_0^t(t-q)e^{-q/\tau}dq=\Big[-\tau(t-q)e^{-q/\tau}\Big]_0^t-\tau\int_0^te^{-q/\tau}dq=\tau t-\tau^2(1-e^{-t/\tau}).$$

One factor $\tau$ combines with $k$ to give $\gamma$:

$$\operatorname{Var}W=2k_BT\,\gamma v^2\left[t-\tau(1-e^{-t/\tau})\right]=2k_BT\,\langle W\rangle .$$

This holds for every $t$ and $v$ in the model, not just for slow pulls.

### From two moments to the exponential

Write $\mu=\langle W\rangle$ and $\sigma^2=\operatorname{Var}W$. In the average of $e^{-\beta W}$ over a Gaussian, complete the square:

$$-\beta W-\frac{(W-\mu)^2}{2\sigma^2}=-\frac{(W-\mu+\beta\sigma^2)^2}{2\sigma^2}-\beta\mu+\frac{\beta^2\sigma^2}{2}.$$

The first term on the right is a normalized Gaussian with a shifted centre and integrates to one. Thus

$$\langle e^{-\beta W}\rangle=\exp\left(-\beta\mu+\tfrac12\beta^2\sigma^2\right)=1\quad\text{when}\quad\mu=\frac{\sigma^2}{2k_BT}.$$

With $\Delta F=0$, this is Jarzynski's equality. If the work is Gaussian but $\Delta F\ne0$, the same formula shows that the equality requires $\mu-\Delta F=\sigma^2/(2k_BT)$: the dissipated work, not the total work, then equals the variance term.

The shifted centre is informative. It lies at $\mu-\beta\sigma^2=-\mu$, so the exponential average is dominated by pulls with work near *minus* the mean. They are possible because thermal motion sometimes carries the particle ahead of the trap. The second law restricts the mean, which is positive.

### What happened in your attempt

In the steadily dragged state, $y_0$ has mean $-v\tau$ and the same variance $k_BT/k$. The mean lag then stays at $v\tau$, giving your $\langle W\rangle=\gamma v^2t$. Shifting the mean start leaves the fluctuations unchanged, so the variance is as before. Inserting both in the Gaussian formula gives

$$\langle e^{-\beta W}\rangle_{\text{steady}}=\exp\left[-\beta\gamma v^2\tau(1-e^{-t/\tau})\right]<1 .$$

The discrepancy in the exponent does not vanish for long pulls. It tends to $\beta\gamma v^2\tau$. Your two expressions agree at long times only in their ratio, not in their difference.

### Two limits

For $t\ll\tau$, expand $e^{-t/\tau}\approx1-t/\tau+t^2/(2\tau^2)$. The linear terms cancel and

$$\langle W\rangle\approx\frac{\gamma v^2t^2}{2\tau}=\tfrac12k(vt)^2 .$$

The particle has had no time to move, so the trap is simply displaced around it. The work is then $\frac12k[(x-vt)^2-x^2]=\frac12k(vt)^2-kvt\,x$. Its variance is $k^2v^2t^2(k_BT/k)=k_BT\,k(vt)^2$, again $2k_BT$ times the mean.

For $t\gg\tau$, $\langle W\rangle\approx\gamma v^2(t-\tau)$: steady friction, less the work saved while the lag builds up. At fixed distance $d=vt$ this tends to $\gamma d^2/t$, which vanishes for slow pulling. The work then approaches $\Delta F=0$.

### Numbers for a silica sphere in water

Take a sphere of radius $R=500$ nm in optical tweezers at 298.15 K, with $k=0.010$ pN/nm, $v=12$ nm/ms (12 µm/s) and $t=5$ ms. The stiffness and speed are rough typical values. The trap moves 60 nm. With water viscosity $\eta=0.890$ mPa s, Stokes drag gives

$$\gamma=6\pi\eta R=0.00839\ \text{pN ms/nm},\qquad\tau=\gamma/k=0.839\ \text{ms}.$$

Here $t/\tau=5.96$ and $e^{-t/\tau}=0.0026$, so the bracket is $5-0.839\times0.9974=4.163$ ms. With $\gamma v^2=1.208$ pN nm/ms,

$$\langle W\rangle=1.208\times4.163=5.03\ \text{pN nm}=31.4\ \text{meV}.$$

Since $k_BT=4.116$ pN nm, this is $1.222\,k_BT$. The variance is $2\times4.116\times5.03=41.4$ (pN nm)$^2$, a standard deviation of $1.56\,k_BT$. The spread exceeds the mean, and about 22% of simulated pulls have negative work.

In a simulation of 100,000 paths, with work summed directly from the trap's energy changes, the mean was $1.220\pm0.005\,k_BT$ and $\operatorname{Var}W/(2k_BT)$ was $1.215\pm0.005\,k_BT$. The exponential average was $0.985\pm0.009$, about 1.6 standard errors below one. A separate calculation, which evolves the work-weighted probability density on a grid without assuming Gaussian work, gave 1.0002.

For the steady start, the mean rises to $1.468\,k_BT$ and the exponential average falls to 0.782. That is the size of your discrepancy in this example.

### When the hint fails but Jarzynski does not

Let the trap have any confining shape $U(y)$ that moves without changing form. Define $g(y,t)$ as the probability density of $y$ with each path weighted by $e^{-\beta W}$. During $dt$ the work grows by $-vU'(y)\,dt$, so the weight grows by the factor $1+\beta vU'(y)\,dt$. Adding this to the diffusion equation gives

$$\partial_tg=\partial_y\left[\left(\frac{U'}{\gamma}+v\right)g\right]+D\,\partial_y^2g+\beta vU'g .$$

Try $g=e^{-\beta U}/Z$, the equilibrium start. Since $D\,\partial_yg=-U'g/\gamma$, the diffusion term cancels the trap-force term. What remains is $v\,\partial_yg+\beta vU'g=-\beta vU'g+\beta vU'g=0$. Thus $g$ does not change, its integral stays one, and $\langle e^{-\beta W}\rangle=1$ without any Gaussian assumption.

The variance relation has no such protection. I took $U/k_BT=y^2/2+y^4/4$, with $y$ in units of $\sqrt{k_BT/k}$, a speed of 2 of these lengths per $\tau$, and a duration of $2\tau$. The exponential average was 1.0003, but the mean work was $6.39\,k_BT$ and $\operatorname{Var}W/(2k_BT)$ was $7.04\,k_BT$. Estimating $\Delta F$ as mean minus variance term would give $-0.66\,k_BT$ instead of zero. The work is not Gaussian here, so its mean and variance alone do not fix the exponential average.

### How many pulls?

The estimator is $\Delta F_{\rm est}=-k_BT\ln\overline{e^{-\beta W}}$, where the bar is the average over $N$ independent pulls. The Gaussian formula with $\beta$ replaced by $2\beta$ gives

$$\langle e^{-2\beta W}\rangle=e^{-2\beta\mu+2\beta^2\sigma^2}=e^{\beta^2\sigma^2},$$

because $2\beta\mu=\beta^2\sigma^2$. The variance of a single $e^{-\beta W}$, whose mean is one, is therefore $e^{\beta^2\sigma^2}-1$. For small errors, $\delta(\ln m)\approx\delta m$ near $m=1$. A standard error $\varepsilon k_BT$ then requires

$$N\approx\frac{e^{\beta^2\sigma^2}-1}{\varepsilon^2}.$$

In the example $\beta^2\sigma^2=2.444$. For $\varepsilon=0.05$, $N\approx10.52/0.0025\approx4200$. As a test of the small-error step, 2000 batches of this size, drawn from the Gaussian work distribution, had a spread of $0.0495\,k_BT$ in their estimates.

Keeping the 60 nm distance, stiffness and target error fixed:

| Duration | Mean work | Pulls |
|---|---|---|
| 2.5 ms | $2.00\,k_BT$ | 21,500 |
| 5 ms | $1.22\,k_BT$ | 4,200 |
| 20 ms | $0.35\,k_BT$ | 410 |

The total pulling time is about 54, 21 and 8 s, respectively. Over this range slower pulls win even on total time, before counting the equilibration needed between pulls, because $N$ grows exponentially with $\sigma^2$. The gain levels off for very slow pulls: there $N\approx\beta^2\sigma^2/\varepsilon^2$ falls only as $1/t$, and the total pulling time levels off at about 6 s. A single pull of that length would then be enough, and slower pulling gains nothing more. The same formula applies to steered atomistic simulations if their work is Gaussian, with $\sigma^2$ measured from the pulls.

### How far the real sphere departs from the model

For the tweezers example, the largest correction I estimated is a nearby wall. With the sphere's centre 10 µm above it, the leading correction for motion parallel to the wall, $9R/(16h)$ with $h$ the height, raises the drag by 2.8% and the mean work by 2.2%. Laser heating of 1 K, an assumed value, lowers the mean work by 1.8%, because it lowers the viscosity. Neither breaks the variance relation if drag and temperature stay constant during the pull and the actual water temperature is used. Using a temperature 1 K too low would misstate $k_BT$ by 0.34%.

The water's flow also takes time to develop. After a sudden start, the extra drag at time $\tau$ is about 1.0% of the Stokes value. For a sphere far from walls, this memory of the flow raises the mean work of the pull by about 0.8%, less than the wall correction but far more than the mass term below. Replacing the harmonic trap by a Gaussian well of the same central stiffness, with $U\propto-e^{-2y^2/w^2}$ and $w=500$ nm, changes the mean work by $-0.2\%$ and the ratio $\operatorname{Var}W/(2k_BT\langle W\rangle)$ by about $-0.06\%$. This well is a rough model, because the sphere is as large as the beam. Gravity shifts the sphere by about 0.5 nm if the vertical stiffness is also 0.010 pN/nm.

Inertia, including the added mass of displaced water, changes the mean work by only 0.004%. With the velocity also starting in equilibrium, the variance relation survived to the eight decimals computed. The full numerical output follows below.

## Table of computed values

```
temperature: 298.15 K
sphere radius: 500 nm
water viscosity (fit): 0.890 mPa s
trap stiffness: 0.010 pN/nm
trap speed: 12.0 nm/ms
duration: 5.0 ms
distance: 60.0 nm
thermal energy kT: 4.116 pN nm = 25.69 meV
drag coefficient: 0.00839 pN ms/nm
relaxation time tau: 0.8392 ms
thermal rms displacement: 20.29 nm
steady lag v*tau: 10.07 nm
mean work, formula: 5.031 pN nm = 31.40 meV
mean work, formula: 1.2221 kT
work variance, moment equations: 41.418 (pN nm)^2
variance/(2kT), moment equations: 5.031 pN nm
work standard deviation: 1.5634 kT
reduced variance var/(kT)^2: 2.4443
simulated paths: 100000, time steps: 1000
simulated mean work: 1.2201 +- 0.0049 kT
simulated var/(2kT): 1.2150 +- 0.0054 kT
simulated skewness: 0.0110, excess kurtosis: -0.0120
simulated mean exp(-W/kT): 0.9850 +- 0.0094
simulated fraction with W<0: 0.2185
grid mean exp(-a W/kT), a=0.5: 0.73677
grid mean exp(-a W/kT), a=1.0: 1.00017
grid mean exp(-a W/kT), a=2.0: 11.52597
steady start, mean work: 1.4679 kT
steady start, mean exp(-W/kT), grid: 0.7822
steady start, same, formula: 0.7821
quartic trap, reduced speed 2.0, duration 2.0
quartic trap, mean exp(-W/kT): 1.00025
quartic trap, mean work: 6.386 kT
quartic trap, var/(2kT): 7.044 kT
target error of free energy: 0.05 kT
pulls needed: 4209
error found in 2000 batches: 0.0495 kT
same distance in 2.5 ms: 2.000 kT, 21455 pulls
same distance in 5.0 ms: 1.222 kT, 4209 pulls
same distance in 20.0 ms: 0.352 kT, 408 pulls
inertia time m/drag: 155.884 ns
inertia, change of mean work: 0.00368 %
inertia, var/(2kT mean): 1.00000000
flow memory, extra drag at time tau: 1.03 %
Gaussian trap width: 500 nm
Gaussian trap, change of mean: -0.216 %
Gaussian trap, var/(2kT mean): 0.99958
harmonic trap on same grid: 1.00016
wall at 10 um, extra drag: 2.81 %
wall, change of mean work: 2.24 %
heating by 1 K, mean work: -1.81 %
heating by 1 K, kT: 0.34 %
sag under gravity at equal stiffness: 0.52 nm
```
